# Counting degenerate reconstructions of the 90-degree partial dislocation in silicon

## Problem

A straight, isolated 90-degree partial dislocation lies in a {111} glide plane of silicon. Let $z$ run along the line, a $\langle110\rangle$ direction, $y$ along the plane normal and $x$ along the Burgers vector. With lattice constant $a$, the crystal repeats along the line after $b=a/\sqrt2$, and the Burgers vector has length $a/\sqrt6$. Perfect crystal lies at $x<0$ and a stacking fault at $x>0$.

The cut passes between two closely spaced atomic layers, where each atom normally has three bonds across the cut. Let $w=a/(2\sqrt6)$. The lower atoms form rows $L_i$ at $x=3wi$, with atoms at $z=nb$ for even $i$ and $z=(n+\tfrac12)b$ for odd $i$, where $n$ is any integer. Each row $L_i$ has an upper partner row $U_i$ with the same $z$ values. On the perfect side $U_i$ lies at $x=3wi+2w$. On the faulted side it is displaced by a further $2w=a/\sqrt6$. (These are ideal positions, before elastic relaxation.)

Two cores are considered.

- Single-period (SP): rows $U_i$ with $i<0$ are in perfect positions and those with $i\ge0$ in faulted positions.
- Double-period (DP): the same, except that the atoms of $U_0$ alternate along $z$ between perfect and faulted positions.

In both, lower atoms left with a missing bond pair up with atoms of the adjacent lower row, so that every atom has four bonds.

(a) How many distinct cores of equal energy does each type have, at a fixed mean line position and without kinks or other defects along the line?

(b) A 90-degree partial normally accompanies a 30-degree partial, the two together forming a 60-degree dislocation. What does the neighbour do to the degeneracy at a distance $D=4$ nm?

For numbers, take rough silicon-like values: $a=5.43$ Å, hence $b=3.840$ Å, and a bulk modulus $B=100.7$ GPa.

## First estimate by scaling

Suppose a core repeats after $pb$. Sliding it by $0,b,\dots,(p-1)b$ gives $p$ positions relative to the crystal, so the number of variants should grow in proportion to $p$. If the core also has a handedness along the line, its mirror image doubles the number:

$$N_{\rm est}=2p .$$

This gives 2 for SP ($p=1$) and 4 for DP ($p=2$). The weak point is the factor 2: it assumes that no mirror image coincides with one of the shifted copies.

For part (b), the neighbour's strain is needed. The 60-degree dislocation has screw component $b\cos60^\circ=b/2$. The 90-degree partial has none, so the 30-degree partial carries all of it. In isotropic elasticity, used here as an approximation for silicon, this screw component produces $u_z=(b/2)\theta/2\pi$, with $\theta$ the polar angle about its line. On the glide plane $|\partial\theta/\partial y|=1/D$, and therefore

$$\gamma_{yz}=\frac{b/2}{2\pi D}=\frac{1.920\ \text{Å}}{2\pi\times40\ \text{Å}}=0.00764 .$$

A stress of order $B\gamma$ acting on a volume $b^3$, over a difference in core strain of order one, gives an energy difference per length $b$ of

$$\Delta E_{\rm est}\sim B\gamma b^3=(100.7\ \text{GPa})(0.00764)(56.6\ \text{Å}^3)\approx0.27\ \text{eV}.$$

This contains no information about which shear acts on which core.

## Exact solution

**Symmetry of the line before reconstruction.** An allowed operation must keep the fault at $x>0$, so it cannot reverse $x$. It cannot reverse $y$ either, because that would move the extra half-plane from below the glide plane to above it. What remains are the maps $z\to\pm z+c$.

Rows with even $i$ occupy integer multiples of $b$, and rows with odd $i$ half-integer multiples. A translation preserves both sets when $c=nb$. The reflection $z\to c-z$ also preserves both when $c=nb$: it sends integers to integers and half-integers to half-integers. Its mirror plane is at $z=c/2$, so neighbouring mirror planes are $b/2$ apart. The other atomic layers are displaced from these by vectors without a $z$ component, and the edge displacement field neither depends on $z$ nor has a $z$ component. The surroundings therefore have the same symmetry.

Both reconstructed cores repeat after $2b$ (SP already after $b$), so operations differing by $2b$ may be identified. Four are left:

$$e:\ z\to z,\qquad t:\ z\to z+b,\qquad m:\ z\to -z,\qquad tm:\ z\to b-z .$$

They form a group $G$; for example, $mt$ gives $-z-b$, which equals $b-z$ up to $2b$.

**The counting rule.** Let $S$ be the set of operations in $G$ that leave a core $X$ unchanged. Two operations give the same core, $gX=hX$, exactly when $h^{-1}gX=X$, that is, when $h^{-1}g$ belongs to $S$. Each distinct core is therefore produced by $|S|$ of the operations, and

$$N=\frac{|G|}{|S|}=\frac{4}{|S|}.$$

The surroundings are unchanged by $g$, so $E(gX)=E(X)$, and these $N$ cores are degenerate. It remains to find $S$, and to check that the bonding rules allow no further cores outside this set.

**Bonds across the cut.** In the perfect position, $U_i$ is displaced from $L_i$ by $(\Delta x,\Delta z)=(2w,0)$ and from the nearest atoms of $L_{i+1}$ by $(-w,\pm b/2)$. The squared in-plane lengths agree:

$$(2w)^2=\frac{a^2}{6},\qquad w^2+\frac{b^2}{4}=\frac{a^2}{24}+\frac{a^2}{8}=\frac{a^2}{6}.$$

With the layer spacing $a/(4\sqrt3)$, the squared bond length is $a^2/6+a^2/48=3a^2/16$. This is the silicon bond length $\sqrt3a/4=2.351$ Å, so these are the three bonds.

In the faulted position $U_i$ lies at $3wi+4w$. Relative to $L_{i+1}$ it is now at $+w$, and relative to $L_{i+2}$ at $-2w$. Rows $i$ and $i+2$ have the same $z$ values. Hence $U_i$ always has two bonds to $L_{i+1}$, while its third bond goes to $L_i$ in a perfect position and to $L_{i+2}$ in a faulted one.

Seen from below, a row $L_j$ always receives two bonds per atom from $U_{j-1}$. It receives the third from $U_j$ if that atom is perfect, or from $U_{j-2}$ if that atom is faulted.

**The SP core.** The third bond exists for $j<0$ (perfect $U_j$) and for $j\ge2$ (faulted $U_{j-2}$). Rows $L_0$ and $L_1$ are left with one missing bond per atom. Their atoms, at $z=nb$ and $(n+\tfrac12)b$, form a zigzag chain.

If $L_0$ at $z=0$ bonds to $L_1$ at $b/2$, then $L_0$ at $z=b$ has only its neighbour at $3b/2$ left, and so on. The same argument runs in the other direction. One bond fixes the entire chain, and there are two pairings, labelled by $\tau=\pm1$:

$$L_0(n)\ \text{bonds to}\ L_1(n+\tau/2)\quad\text{for all } n .$$

A translation by $b$ leaves $\tau$ alone, whereas both mirrors reverse it. Thus $S=\{e,t\}$ and

$$N_{\rm SP}=4/2=2,$$

equal to the number of pairings. Before pairing, all four operations are symmetries and there is one structure. The mirror breaking is entirely due to the pairing.

**The DP core.** Let the perfect atoms of $U_0$ be those with $n$ of parity $q$, where $q=0$ means even and $q=1$ odd. Take $q=0$. The even atoms of $L_0$ then get their third bond, and so do the odd atoms of $L_2$. The odd atoms of $L_0$, the even atoms of $L_2$ and all atoms of $L_1$ lack one. Arranged by $z$, they are

$$L_0(1),\ L_1(\tfrac32),\ L_2(2),\ L_1(\tfrac52),\ L_0(3),\dots$$

This is again a single chain in which each atom can bond to the one before or the one after. There are two pairings: every unsaturated atom at integer $n$ bonds to $L_1(n+\tau/2)$, with $\tau=+1$ or $-1$. Together with the two values of $q$, four cores $(q,\tau)$ are possible.

Translation by $b$ exchanges even and odd. The mirror $m$ sends $n$ to $-n$, which preserves parity but reverses the bond direction. With $\bar q=1-q$,

$$t:(q,\tau)\to(\bar q,\tau),\qquad m:(q,\tau)\to(q,-\tau),\qquad tm:(\bar q,-\tau).$$

None of these three leaves a core unchanged. Hence $S=\{e\}$ and

$$N_{\rm DP}=4/1=4,$$

and every allowed core is reached from any other.

**A check on relaxed atoms.** The argument used ideal positions and a list of bonds; relaxation could in principle change the symmetry. Cylinders of 820 atoms and length $2b$ were therefore relaxed with a Keating force field (constants 50 and 14 N/m), inside a rim held at the isotropic elastic displacements for Poisson ratio 0.22. Each core started from different random displacements.

The symmetry was read from the final coordinates: after an operation, the mismatch is the largest distance from a moved atom to the nearest original atom. For SP it is 0.000 Å under $t$ and 1.04 Å under either mirror. For DP it is 1.34, 1.79 and 1.31 Å under $t$, $m$ and $tm$. The resulting counts, 2 and 4, agree with the separately listed pairings, and the energies within each set agree to better than $10^{-5}$ eV per cell. All freely moving atoms have four neighbours within 1.2 ideal bond lengths. The new core bonds are 2.36 Å long in SP and 2.39 Å in DP.

**The neighbouring partial.** Under $m$, the displacement $u_z$ changes sign, and so does $\gamma_{yz}=\partial u_z/\partial y$. Thus $E_\tau(\gamma)=E_{-\tau}(-\gamma)$. To first order this permits

$$E_\tau(\gamma)=E_0+c\,\tau\gamma,\qquad |E_+-E_-|=2|c\gamma| .$$

The mirror partners are no longer protected. (The 30-degree partial also has an edge component, but its displacements have no $z$ component and do not depend on $z$. Its strain is therefore unchanged by $m$ and, to first order, shifts both mirror partners equally. At second order it combines with the screw strain; this changes the small SP splitting by roughly 0.7 meV per $b$ and the DP splitting by less than 0.05 meV.) A strain that does not depend on $z$ is still unchanged by $t$, however, so $E_{q,\tau}=E_{\bar q,\tau}$. The SP pair splits into $1+1$ and the DP quartet into $2+2$. The relaxed cylinders show both patterns, again to within $10^{-5}$ eV, and reversing $\gamma_{yz}$ exchanges the SP energies.

For $\gamma_{yz}=0.764\%$, applied uniformly, the splitting per length $b$ is 1.0 meV for SP and 9.3 meV for DP. The SP value is not converged: enlarging the freely relaxing radius from 1.8 to 2.7 nm at the same strain lowers it to 0.27 meV. At 3.6 nm it is about 0.2 meV, so most of the 1.0 meV comes from the nearby rigid rim, which is sheared without the relative shift of the two sublattices that the crystal itself would adopt. The DP value is much steadier: it drops only to about 9.2 meV at radii of 2.7 and 3.6 nm. The neighbour's real field is not uniform, which matters especially for SP, as the comparison below shows.

## Comparison

For the two finished cores the estimate $2p$ agrees with the exact count. The DP core before pairing shows where it can fail. Its alternating upper atoms break $t$, and they also break the mirror $tm$. Someone who examined that mirror alone would report broken translation and broken mirror symmetry, and would count four. But $m$, whose plane lies $b/2$ away, survives. Then $S=\{e,m\}$ and the count is two, as the relaxed unpaired core confirms.

For a general period $pb$ there are $2p$ operations, so $N=2p/|S|$. The estimate is an upper bound, reached when no mirror plane at all survives and $pb$ is the shortest repeat. If a mirror operation survives and $pb$ is still the shortest repeat, the number is $p$; the surviving mirror planes then lie $pb/2$ apart. In the DP core the factors have separate origins: the alternation of upper atoms supplies one factor of two, and the pairing of lower atoms the other.

The energy estimate fares less evenly. A shear $\gamma_{xz}$ of the same size splits the SP pair by 0.155 eV per $b$ in the smaller cylinder (0.154 eV in larger ones), the same order as the estimated 0.27 eV. For SP a uniform $\gamma_{yz}$, the shear that the neighbour produces on the glide plane, is far less effective. For DP the order is reversed, about 2 meV for $\gamma_{xz}$ against 9 meV for $\gamma_{yz}$, and both lie far below the estimate. The calculation does not identify the reason.

Off the glide plane, however, the neighbour's screw field also contains a shear $|\gamma_{xz}|\approx\gamma_{yz}|y|/D$. The lower atoms at the cut lie $a/(8\sqrt3)=0.39$ Å from its middle, where this is about 1% of $\gamma_{yz}$. One percent of 0.155 eV is about 1.5 meV, already more than the SP splitting found for uniform $\gamma_{yz}$. The neighbour's full effect on SP therefore cannot be read from the uniform-shear value. Imposing the non-uniform, elastically anisotropic screw field on the rim gives 2 to 3 meV per $b$ for SP, while DP, which responds only weakly to $\gamma_{xz}$, stays at 9.2 to 9.3 meV.

In a dissociated dislocation the 90-degree partial is not isolated. Partials of a dissociated 60-degree dislocation are typically a few nanometres apart, so $D=4$ nm is a reasonable rough value, and the force constants give a bulk modulus close to silicon's rough 100 GPa. The four-fold DP degeneracy then becomes two-fold in each of two levels. At 900 K, $k_BT=77.6$ meV, and the splitting of a uniform segment reaches $k_BT$ at a length

$$\ell=\frac{77.6}{9.3}\,(0.384\ \text{nm})\approx3\ \text{nm}$$

for DP. No such length is given for SP, because the uniform shear leaves out an important part of the neighbour's field; the SP length in the numerical output refers to the uniform shear alone. On much shorter segments the mirror partners remain nearly equivalent thermally; on much longer ones a clear preference is expected within this model.

The DP length is itself rough: the neighbour's strain falls as $1/D$, and across the 1.8 nm radius it varies from about 1.8 to 0.7 times the value used. If the neighbour's own core repeats after more than $b$, its short-range field can also lift the remaining two-fold degeneracy, an effect not included here. The force field has no electronic energy, and nothing above decides whether SP or DP is the more stable core. The counts for the isolated line do not depend on that choice of force field, provided relaxation preserves the stated bonding and does not break further symmetry. The numerical output lists the values used.

## Computed results

```
lattice constant a = 5.43 angstrom
repeat along line b = 3.840 angstrom
partial Burgers vector = 2.217 angstrom
ideal bond length = 2.351 angstrom
Keating constants = 50, 14 N/m
Poisson ratio of rim field = 0.22
bulk modulus of force field = 100.7 GPa
SP: atoms in cell = 820, free = 392
SP: variants before pairing = 1, kept by e,t,m,tm
SP: pairings listed = 2
SP: core bonds = 2.358, 2.358 angstrom
SP: mismatch under t = 0.000 angstrom
SP: mismatch under m = 1.040 angstrom
SP: mismatch under tm = 1.040 angstrom
SP: kept by e,t; variants = 2
SP: energy spread below 1e-5 eV: True
DP: atoms in cell = 820, free = 388
DP: variants before pairing = 2, kept by e,m
DP: pairings listed = 4
DP: core bonds = 2.389, 2.387 angstrom
DP: mismatch under t = 1.343 angstrom
DP: mismatch under m = 1.787 angstrom
DP: mismatch under tm = 1.310 angstrom
DP: kept by e; variants = 4
DP: energy spread below 1e-5 eV: True
distance to 30-degree partial = 4.0 nm
its shear strain gamma_yz = 0.764 percent
SP splitting by gamma_yz = 1.011 meV per b
same, free radius 2.7 nm not 1.8 nm = 0.269 meV per b
SP splitting by equal gamma_xz = 155.391 meV per b
DP splitting (2+2) by gamma_yz = 9.319 meV per b
kT at 900 K = 77.6 meV
SP line length where splitting = kT: 29.45 nm
DP line length where splitting = kT: 3.20 nm
```
